What the dielectric constant of a monolayer supercell measures

**The argument under review**

The imagined manuscript treats an insulating monolayer in a periodic cell. The layer is repeated along z with period L, and most of the cell is vacuum. The response to an in-plane field gives a dielectric constant of 2.13 at L = 15 Å and 1.84 at L = 20 Å. The manuscript reads the change as a sign of too little vacuum, proposes to enlarge L until the number settles, and calls the settled value the dielectric constant of the monolayer. It then inserts this constant, ε, into the attraction −e²/(ερ) between an electron and a hole at in-plane distance ρ, to obtain an exciton binding energy.

The two numbers may both be computed correctly. The question is what they describe, and whether there is a material constant towards which they converge.

**What is being averaged**

I use Gaussian units, with lengths in ångström. The response is linear and static. The layer has no free carriers and no permanent dipole along z, and its symmetry makes the in-plane response isotropic and separate from the response along z. Neighbouring layers do not overlap.

The dielectric constant of a periodic medium is defined by averages over the cell:

ε = 1 + 4πP/E.

Here P is the dipole moment per volume and E is the average total field, including the field made by the medium itself. In a bulk crystal the volume belongs to the material. In the supercell it is AL, where A is the in-plane cell area and L has been chosen by the person running the calculation. The dipole in the numerator belongs to the layer; the volume that divides it does not.

To see the consequence, apply a uniform field along x and average all fields over the plane. The averaged fields depend on z alone. A static field has no curl, so

∂E_x/∂z = ∂E_z/∂x = 0.

The averaged in-plane field therefore has the same value E inside the layer and in the vacuum. Let P_s be the dipole moment per area of one layer, and define the sheet polarisability α by

P_s = αE.

In Gaussian units α is a length. There is one layer per height L, so P = P_s/L = αE/L. Inserting this in the definition of ε gives

ε∥(L) = 1 + 4πα/L.

If α does not depend on L, then ε∥ must. As the vacuum grows, ε∥ tends to 1. The proposed convergence study would converge, but to the dielectric constant of vacuum. The useful quantity is found by solving for α:

α = L(ε∥ − 1)/(4π).

**Does α really not depend on the vacuum?**

The manuscript could reply that neighbouring layers also polarise one another, so that α might carry a dependence on L of its own. This needs an answer, and a simple microscopic model supplies one.

Take a square lattice of point atoms with lattice constant a = 3 Å and atomic polarisability β = 4 Å³. These are round model values and represent no particular material. A dipole p along x, displaced from a given atom by the in-plane vector R = (X, Y), produces at that atom the field

E_x = p(3X² − R²)/R⁵.

Define S as the sum of 1/R³ over all other atoms in the layer. By the symmetry of the square, the sum of X²/R⁵ is half the sum of R²/R⁵, which is S/2. The field from the whole layer is therefore

p(3S/2 − S) = pS/2.

It is positive: the neighbours strengthen the field on each atom. The dipole obeys

p = β(E + pS/2).

Collecting the terms in p gives p(1 − βS/2) = βE. Dividing by A turns the dipole into a dipole per area, and

α = (β/A)/(1 − βS/2).

With A = 9 Å² and S = 0.33458 Å⁻³, the numbers are

β/A = 0.4444 Å,
1 − βS/2 = 1 − 0.6692 = 0.3308,
α = 0.4444/0.3308 = 1.343 Å.

Now add the other layers. The potential of a plane of unit charges on the lattice can be expanded in the in-plane reciprocal vectors G. Away from the plane each component obeys φ″ = G²φ, so it decays as exp(−G|z|). At the plane its slope must jump by −4π/A. For a component c exp(−G|z|) the jump is −2Gc, hence c = 2π/(AG).

The potential of a dipole p along x is −p ∂/∂x acting on that of a unit charge. Its field is minus the x-derivative of this, or p ∂²/∂x² acting on the charge potential. The second derivative brings down −G_x². The field per unit dipole, directly above an atom at height z, is therefore

−Σ (2πG_x²/(AG)) exp(−G|z|),

where the sum runs over G ≠ 0. There is no G = 0 term, because a uniformly polarised infinite sheet has no bound charge to produce one.

The longest-range terms that contribute have G = (±g, 0), with g = 2π/a. Each gives −(2πg/A) exp(−g|z|). Two such terms from each of the two nearest layers, at |z| = L, change the field sum by

δ ≈ −(8πg/A) exp(−gL).

At L = 6 Å this estimate is −2.04×10⁻⁵ Å⁻³, while the full sum over all layers gives −2.06×10⁻⁵ Å⁻³. In the expression for α, S/2 is replaced by S/2 + δ. To first order in δ the relative change of α is

βδ/(1 − βS/2) = 4 × (−2.06×10⁻⁵)/0.3308 = −2.5×10⁻⁴,

or −0.025%. At L = 3 Å, where the layers are as close as the atoms within a layer, the recovered α is low by 12.8% relative to the isolated layer. The simple law has a limit of validity, but in this model the error disappears exponentially, whereas ε∥ − 1 falls only as 1/L.

The supercell response, computed from the microscopic dipoles, gives:

L = 10 Å: ε∥ = 2.688, α = 1.343 Å
L = 20 Å: ε∥ = 1.844, α = 1.343 Å
L = 60 Å: ε∥ = 1.281, α = 1.343 Å

The first line can be followed by hand. Since 4πα = 16.88 Å, ε∥ = 1 + 16.88/10 = 2.688. The numerical check compares these supercell values with an α obtained separately from one isolated layer.

The mechanism is not special to a layer one atom thick. For two such atomic planes 2 Å apart, with the atoms of one directly above those of the other, treated as one layer, the calculation gives α = 1.579 Å at both L = 15 Å and L = 40 Å. This is less than twice the single-plane value because, by the sign of the sum above, each plane weakens the in-plane field acting on the other.

The argument covers electrostatic coupling through average fields. Overlapping electron densities, or correlated charge fluctuations in different layers, would need separate treatment.

**The other field direction**

It would be an overcorrection to say that α is the sole quantity independent of the vacuum. The response to a field along z also has a sheet polarisability, but it enters by a different law.

With no free charge, the plane-averaged displacement D does not vary with z. In the vacuum it equals the electric field, so D is the external field acting on the layer. Define

P_s = α⊥D.

Inside the layer the field is D − 4πP_z(z). Averaging over the period, with the integral of P_z over one layer equal to P_s, gives

E = D − 4πP_s/L = D(1 − 4πα⊥/L).

Since ε⊥ = D/E,

1/ε⊥(L) = 1 − 4πα⊥/L.

In the lattice model the dipoles now point along z and their neighbours lie in the plane. The field of each neighbour is −p/R³, so that p = β(D − Sp) and

α⊥ = (β/A)/(1 + βS) = 0.4444/2.338 = 0.190 Å.

The neighbours oppose the field here and reduce β/A by a factor of 2.34, whereas in the plane they raise it by a factor of 1/0.3308 = 3.02. The two effects together make α⊥ about seven times smaller than α although the atoms are isotropic.

Using the in-plane inversion for this direction produces a false polarisability. From the law for ε⊥, multiplication by ε⊥ gives 1 = ε⊥ − 4πα⊥ε⊥/L, and therefore

L(ε⊥ − 1)/(4π) = α⊥ε⊥.

This still contains the L-dependent factor ε⊥. It is 0.250 Å at L = 10 Å and 0.198 Å at L = 60 Å, while the correct inversion, L(1 − 1/ε⊥)/(4π), gives 0.190 Å at both.

**Would a layer thickness repair the definition?**

The manuscript might instead assign the layer a thickness t and quote

ε_t = 1 + 4πα/t.

For the model layer this gives 6.63 with t = 3 Å and 3.81 with t = 6 Å. The vacuum has gone, but another chosen length has taken its place. Such a slab can serve as a model of the in-plane response if t is stated, because the product (ε_t − 1)t = 4πα is fixed. The value of ε_t alone does not characterise the layer.

**What an electron and a hole feel**

The last step of the manuscript uses ε∥ as a constant in −e²/(ερ). Consider first what this does to the binding energy. For reduced mass μ, the Hamiltonian of the relative motion is

H = −(ħ²/2μ)∇² − e²/(ερ).

Set ρ = εs. The kinetic term acquires a factor 1/ε² from the two derivatives, and the potential becomes −e²/(ε²s). Thus

H = (1/ε²)[−(ħ²/2μ)∇_s² − e²/s].

All binding energies scale as 1/ε². Going from L = 10 Å to L = 60 Å would multiply them by (2.688/1.281)² = 4.4, although the layer is unchanged. This dependence comes from the choice of ε.

The underlying difficulty is that the field of a charge is not uniform in the plane. Consider an external field along x that varies as exp(iqx), with q > 0, and is the same at every layer. Let E be the total field in the layer, and let P_s = αE. This assumes that the wavelength is long compared with both the lattice constant and the layer thickness. The varying polarisation carries the bound surface charge

σ = −∂P_s/∂x = −iqP_s.

By the same solution as before, with q in place of G, a sheet with this charge has the potential (2πσ/q) exp(−q|z|). Summing over layers at heights nL gives the factor

Σ exp(−q|n|L) = 1 + 2e^(−qL)/(1 − e^(−qL))
= (1 + e^(−qL))/(1 − e^(−qL))
= coth(qL/2).

The induced field is −iq times the total induced potential:

E_ind = −iq(2π/q)(−iqP_s) coth(qL/2) = −2πqαE coth(qL/2).

The minus sign comes from (−i)² and means that the induced field opposes the total one. The external field is E − E_ind, so the ratio of external to total field is

ε(q,L) = 1 + 2παq coth(qL/2).

This formula contains both regimes. If qL ≪ 1, coth(qL/2) ≈ 2/(qL), and the result is 1 + 4πα/L. The field varies so slowly that it reaches across many layers, and the stack responds as a bulk medium diluted by vacuum. If qL ≫ 1, the hyperbolic cotangent tends to 1 and

ε(q) = 1 + 2παq.

The layers then screen independently, and L has dropped out. The order of limits matters: at fixed L, letting q go to zero gives the supercell constant; at fixed q, letting L grow gives the isolated sheet.

For q = 0.02 Å⁻¹ the lattice model gives the values below. In them the total field E is read from the computed dipoles as P_s/α, with α the uniform-field value:

L = 20 Å: ε(q,L) = 1.8540; 1 + 4πα/L = 1.8441
L = 60 Å: ε(q,L) = 1.3130; 1 + 4πα/L = 1.2814
L = 600 Å: ε(q,L) = 1.1675; 1 + 4πα/L = 1.0281

The isolated-sheet formula gives 1 + 8.441 × 0.02 = 1.1688, since 2πα = 8.441 Å. At L = 600 Å the microscopic result is close to this value, while the supercell constant has almost reached 1. With E read in this way, the formula with the hyperbolic cotangent lies about 0.0013 above the microscopic value at each of these periods, and at L = 60 Å this difference grows by a factor of 4.00 when q is doubled. It is a neglected lattice correction of order (qa)²: at q = 0.02 Å⁻¹ the sheet polarisability of the lattice is 1.3452 Å rather than 1.3434 Å. If E is instead taken as the external field plus the induced field −2πqP_s coth(qL/2), the same correction puts the formula slightly below the microscopic ratio, by 0.0011, 0.0004 and 0.0002 at the three periods.

Take a layer one plane thick, so that a charge in the plane produces no field along z at the atoms. A point charge e in the plane has the Fourier amplitude σ = e at every in-plane wave vector, so by the sheet solution its bare potential in the plane is 2πe/q. Each component is a longitudinal external field of the kind just treated and is divided by ε(q); in-plane isotropy makes the direction of the wave vector irrelevant. For one electron and one hole in an isolated layer, the attraction at wave vector q is therefore

W(q) = −2πe²/[q(1 + 2παq)],

for wavelengths long compared with the lattice constant. This keeps only the long-wavelength part of the field of each charge, so it describes charges that are spread smoothly over at least a unit cell. True point charges also act on the nearest atoms through short-wavelength components, and their screening depends on where in the cell they sit: in the lattice model, two point charges 9 Å apart have their interaction reduced by a factor of 1.26 at cell centres, and of about 0.7 or 1.5 at bond midpoints separated along or across the bond direction, against 1.30 from W. In a layer of finite thickness the charge also polarises the layer along z, and this changes the term linear in q however small q is. For a uniform slab of thickness t and constant ε_t, with both charges at mid-plane, matching the potential at the two faces gives ε(q) ≈ 1 + (qt/2)(ε_t − 1/ε_t) = 1 + 2π(α + α⊥)q, where α⊥ = t(1 − 1/ε_t)/(4π) is that of the slab; for t = 3 Å the coefficient of q is 9.71 Å instead of 8.44 Å. A distance ρ is governed roughly by q near 1/ρ. This locates the crossover but not the size of the screening: transformed to real space, W reduces the bare attraction by a factor of 1.33 at ρ = 2πα, where ε(1/ρ) = 2. Pairs separated by much more than 2πα, here 8.4 Å, are weakly screened; according to W, closer pairs are screened more strongly, but the formula cannot be trusted once ρ approaches the lattice constant, and for point charges it already fails at several lattice constants. No single ε reproduces this behaviour at all distances.

**The revision required**

The computed values at 15 Å and 20 Å can stay, described as properties of two different stacks. Each should be converted to α, and it is α that should be tested for convergence with L. For the model layer one would report α = 1.34 Å, which in SI form is 4πε₀α = 1.49×10⁻²⁰ C/V. A stated α⊥, with the external field as its reference, completes the uniform-field response. The exciton calculation should be repeated with a wave-vector-dependent attraction in place of −e²/(ερ), which is W(q) if the layer is treated as a sheet of zero thickness; its present binding energy depends on the amount of vacuum in the cell.

Table of computed values

```
Model: square lattice of polarisable atoms
lattice constant a = 3.0 angstrom
atomic polarisability = 4.0 angstrom^3
layer sum S = 0.334579 angstrom^-3
alpha without local fields = 0.4444 angstrom
alpha (in plane) = 1.3434 angstrom
alpha_perp = 0.1901 angstrom
4 pi alpha = 16.881 angstrom
screening length 2 pi alpha = 8.441 angstrom
alpha in SI = 1.495e-20 C/V
Supercell in plane: L (angstrom), eps_par, recovered alpha (angstrom)
    10  2.6881  1.3434
    15  2.1254  1.3434
    20  1.8441  1.3434
    30  1.5627  1.3434
    60  1.2814  1.3434
Out of plane: L (angstrom), eps_perp, recovered alpha_perp,
  and L(eps_perp-1)/(4 pi), the wrong inversion (both angstrom)
    10  1.3138  0.1901  0.2497
    15  1.1894  0.1901  0.2261
    20  1.1356  0.1901  0.2158
    30  1.0865  0.1901  0.2065
    60  1.0415  0.1901  0.1980
Short periods: L (angstrom), recovered alpha (angstrom), error (%)
     3  1.1713  -12.807
     4  1.3209  -1.671
     5  1.3406  -0.204
     6  1.3430  -0.025
image field sum at L = 6.0 angstrom: -2.055e-05, leading term -2.040e-05 angstrom^-3
image field sum at L = 7.5 angstrom: -8.833e-07, leading term -8.814e-07 angstrom^-3
Two-plane layer, plane separation 2.0 angstrom:
  alpha: 1.5793 (L=15), 1.5793 (L=40) angstrom
  alpha_perp: 0.4743 (L=15), 0.4743 (L=40) angstrom
Finite q = 0.02 angstrom^-1: L (angstrom), microscopic eps,
  coth formula, 1 + 4 pi alpha/L
    20  1.8540  1.8553  1.8441
    60  1.3130  1.3143  1.2814
   200  1.1738  1.1751  1.0844
   600  1.1675  1.1688  1.0281
isolated sheet 1 + 2 pi alpha q = 1.1688
error ratio when q is doubled (L=60 angstrom) = 4.001
Assigned thickness t (angstrom) and 1 + 4 pi alpha/t:
   3.0  6.627
   6.0  3.814
```
